# Two-Direction Gauss Quadrature for Heat Flow Across a Gray Slab

## Problem

A film of thickness \(L\) lies between two contacts whose temperatures differ by a small amount \(\Delta T\). Heat is carried by phonons treated as particles with one speed \(v\), one mean free path \(\Lambda\) and heat capacity per volume \(C\), the same in all directions. This is the gray model. The contacts are black: they absorb every phonon that arrives and emit as bodies in equilibrium at their own temperatures.

Let \(\mu\) be the cosine of the angle between a phonon's velocity and the film normal \(x\). Let \(\varphi(x,\mu)\) be the energy density travelling in direction \(\mu\), expressed as a temperature measured from that of the cold contact. Scattering relaxes \(\varphi\) toward the local temperature \(T\) in a time \(\Lambda/v\), so in the steady state

\[
\mu\Lambda\frac{\partial\varphi}{\partial x}=T-\varphi,\qquad
T=\frac12\int_{-1}^{1}\varphi\,d\mu,\qquad
q=\frac{Cv}{2}\int_{-1}^{1}\mu\,\varphi\,d\mu .
\]

The second relation states that scattering conserves energy. The third gives the heat flux, positive from hot to cold.

To save effort, each integral over \(-1<\mu<1\) is replaced by the two-point Gauss-Legendre rule. What does this do to the bulk conductivity \(k\), and to the conductance \(G=q/\Delta T\) when \(L\ll\Lambda\)? What is \(G\) at any thickness, and is its error greatest in the ballistic limit?

## A tempting solution

The two-point rule integrates every polynomial up to degree three without error. The conductivity requires the integral of \(\mu^2\). The ballistic flux requires the integral of \(\mu\), which has an even lower degree. Both limits therefore come out right, and any error must be confined to intermediate thicknesses.

## Where it fails

The statement about polynomials is true, but the ballistic integrand is not a polynomial on the interval where the rule is applied. Without scattering, phonons moving away from the hot contact carry \(\varphi=\Delta T\), and those coming from the cold contact carry \(\varphi=0\). Thus \(\varphi\) jumps at \(\mu=0\), and

\[
\mu\varphi=
\begin{cases}
\mu\,\Delta T,&\mu>0,\\
0,&\mu<0.
\end{cases}
\]

This function has a kink at \(\mu=0\). Since \(\mu\varphi=\tfrac12\Delta T(\mu+|\mu|)\), and the odd part integrates to zero, the rule is really being asked to integrate \(|\mu|\). Its accuracy for polynomials promises nothing about that.

## The two limits

**The rule.** Take directions \(\pm a\) with equal weights \(w\). Integrating \(1\) correctly requires \(2w=2\), so \(w=1\). Integrating \(\mu^2\) correctly requires \(2a^2=2/3\), so \(a=1/\sqrt3\). Odd powers cancel by symmetry.

**Bulk.** Far from the contacts the gradient \(T'\) is uniform, and \(\varphi=T-\mu\Lambda T'\) solves the transport equation: its left side is \(\mu\Lambda T'\), which equals \(T-\varphi\). The term linear in \(\mu\) averages to zero, so the energy condition holds too. The flux is

\[
q=\frac{Cv}{2}\int_{-1}^{1}\left(\mu T-\mu^2\Lambda T'\right)d\mu
=-\frac{Cv\Lambda}{2}\,\frac23\,T',
\qquad k=\frac{Cv\Lambda}{3}.
\]

The two-point sum also gives \(2a^2=2/3\). The bulk conductivity of this isotropic model is reproduced exactly.

**Ballistic.** Continuous integration gives

\[
G_{\rm b}=\frac{Cv}{2}\int_0^1\mu\,d\mu=\frac{Cv}{4}.
\]

The two-point rule has one direction in the forward hemisphere, so

\[
G_{\rm b,2}=\frac{Cv}{2}\,\frac1{\sqrt3}=\frac{Cv}{2\sqrt3},
\qquad
\frac{G_{\rm b,2}}{G_{\rm b}}=\frac{2}{\sqrt3}\simeq1.155 .
\]

The ballistic conductance is 15.5 percent too high, relative to the continuous result.

The sign has a simple cause. For isotropic directions the mean of \(|\mu|\) is \(1/2\), while its root mean square is \(1/\sqrt3\). The variance, \(1/3-1/4=1/12\), is positive, so the root mean square is the larger. The Gauss rule gives both its directions the root-mean-square value. That is right for diffusion, which depends on \(\mu^2\), but too large for free flight, which depends on \(|\mu|\).

## Any thickness

Call the two energy variables \(\varphi_+\) and \(\varphi_-\), and let \(D=\varphi_+-\varphi_-\). Since \(T=(\varphi_++\varphi_-)/2\), we have \(T-\varphi_+=-D/2\) and \(T-\varphi_-=D/2\). The transport equations become

\[
\frac{\Lambda}{\sqrt3}\varphi_+'=-\frac D2,
\qquad
-\frac{\Lambda}{\sqrt3}\varphi_-'=\frac D2 .
\]

Both derivatives equal \(-\sqrt3D/(2\Lambda)\). Their difference gives \(D'=0\), and their mean gives \(T'=-\sqrt3D/(2\Lambda)\). The temperature profile is therefore a straight line.

The contacts impose \(\varphi_+(0)=\Delta T\) and \(\varphi_-(L)=0\). Hence \(T(0)=\Delta T-D/2\) and \(T(L)=D/2\): there is a jump \(D/2\) at each contact. The drop inside the film is

\[
\Delta T-D=\frac{\sqrt3L}{2\Lambda}D,
\qquad\text{so}\qquad
D=\frac{\Delta T}{1+\sqrt3L/(2\Lambda)} .
\]

The flux is \(q=(Cv/2)(\varphi_+-\varphi_-)/\sqrt3=CvD/(2\sqrt3)\). Dividing by \(\Delta T\), then multiplying numerator and denominator by \(2\Lambda/\sqrt3\), gives

\[
G_2=\frac{Cv/(2\sqrt3)}{1+\sqrt3L/(2\Lambda)}
=\frac{k}{L+2\Lambda/\sqrt3}.
\]

This is the exact solution of the two-direction equations, though not of the original ones.

## Is the ballistic error the largest?

Consider a thin film to first order in \(L/\Lambda\). A phonon in direction \(\mu\) travels a distance \(L/\mu\), so it scatters with probability \(L/(\mu\Lambda)\). Half the scattered energy returns to the hot contact. The conductance lost is

\[
\frac12\,\frac{Cv}{2}\int_0^1\mu\,\frac{L}{\mu\Lambda}\,d\mu
=\frac{CvL}{4\Lambda}.
\]

The expansion fails for grazing directions with \(\mu\lesssim L/\Lambda\), but this affects only terms of order \((L/\Lambda)^2\ln(\Lambda/L)\) and smaller. In the two-direction calculation the factors of \(\mu\) cancel in the same way, and the absolute loss is the same. It is subtracted from a larger starting value, however, so the relative loss is smaller:

\[
\frac{G}{G_{\rm b}}\simeq1-\frac L\Lambda,
\qquad
\frac{G_2}{G_{\rm b,2}}\simeq1-\frac{\sqrt3}{2}\frac L\Lambda .
\]

Therefore

\[
\frac{G_2}{G}\simeq\frac2{\sqrt3}
\left[1+\left(1-\frac{\sqrt3}{2}\right)\frac L\Lambda\right].
\]

The excess initially rises with thickness, so 15.5 percent is its ballistic limit and not its maximum. In a thick film the contact resistance becomes a small part of the total, and the excess tends to zero because the bulk conductivity is correct.

## Numbers for a film

Take \(C=1\) MJ/(m³ K), \(v=2000\) m/s and \(\Lambda=200\) nm. Then \(k=133\) W/(m K), \(G_{\rm b}=500\) MW/(m² K) and \(G_{\rm b,2}=577\) MW/(m² K).

For \(L=200\) nm, the added length \(2\Lambda/\sqrt3\) is 230.9 nm, and

\[
G_2=\frac{133.333\ {\rm W/(m\,K)}}{(200+230.9)\times10^{-9}\ {\rm m}}
\simeq309\ {\rm MW/(m^2\,K)} .
\]

Each contact jump is \(\tfrac12/(1+\sqrt3/2)=26.8\) percent of the total temperature difference.

The reference values below come from a numerical solution of the original equation with 24 directions in each hemisphere. At 200 nm, going from 12 to 24 directions, or doubling the number of cells, changes \(G\) by less than \(10^{-5}\) percent.

| \(L\) (nm) | Reference \(G\) (MW/(m² K)) | \(G_2\) (MW/(m² K)) | Excess |
|---:|---:|---:|---:|
| 20 | 458 | 531 | 16.0% |
| 200 | 277 | 309 | 11.8% |
| 2000 | 58.4 | 59.8 | 2.4% |

The largest excess found is 16.1 percent, near \(L=0.11\Lambda\), or about 22 nm here. At 2000 nm the reference solution behaves like a film with an added length of 284 nm instead of 231 nm. The ratio \((2000+284)/(2000+231)\) accounts for the remaining 2.4 percent.

## Repairing the quadrature

Moving the pair to \(\mu=\pm1/2\) corrects the ballistic flux. But then \(\sum w\mu^2=1/2\) instead of \(2/3\), and the conductivity is 25 percent low. With the weights fixed by the energy density, one symmetric pair cannot satisfy both limits, since they require different values of \(|\mu|\).

Full-range Gauss rules with 4, 8 and 16 directions keep \(k\) correct and reduce the ballistic excess to 4.3, 1.2 and 0.3 percent. A better use of four directions is to apply a two-point Gauss rule to each hemisphere separately. The kink then lies at the end of an interval, and both limits are correct. At \(L=200\) nm a small error remains: \(G\) is 0.4 percent low, against 1.5 percent high for the full-range four-direction rule. The largest error of the hemisphere rule is 0.8 percent low, near \(L=0.4\Lambda\).

## Contacts that reflect

Suppose each contact absorbs a fraction \(\varepsilon\) of the arriving energy and reflects the rest diffusely. At the hot contact, at temperature \(\theta\), let \(I\) be the flux-averaged incoming \(\varphi\) and \(J\) the outgoing one. Then \(J=\varepsilon\theta+(1-\varepsilon)I\), which gives

\[
J-I=\varepsilon(\theta-I),\qquad
\theta-J=(1-\varepsilon)(\theta-I)=\frac{1-\varepsilon}{\varepsilon}(J-I).
\]

The net flux is \(q=G_{\rm b}(J-I)\), so the contact adds the resistance \((\theta-J)/q=(1/\varepsilon-1)/G_{\rm b}\). The cold contact adds the same amount:

\[
\frac1{G_\varepsilon}=\frac1G+\frac{2}{G_{\rm b}}\left(\frac1\varepsilon-1\right).
\]

In the two-direction calculation, \(G_{\rm b,2}\) replaces \(G_{\rm b}\) and \(G_2\) replaces \(G\). In the ballistic limit both versions are divided by \(2/\varepsilon-1\), and the ratio \(2/\sqrt3\) survives. With \(\varepsilon=0.5\) and \(L=200\) nm, the excess rises from 11.8 to 13.7 percent, because the added resistance carries the full ballistic error.

## Beside a real film

The parameters are round illustrative values, not a fit to a material, though their bulk conductivity is of the order of that of crystalline silicon near room temperature. Real phonons have a broad spread of mean free paths, and real contacts reflect. These are the largest of the neglected effects sized here, all for \(L=200\) nm. Reflection with \(\varepsilon=0.5\) lowers the reference \(G\) by 52.5 percent. Replacing the single path by 50 nm for 80 percent of the heat capacity and 800 nm for the rest, at the same speed and bulk conductivity, lowers it by 34 percent. Both exceed the quadrature error. By comparison, warming the film by 10 K changes \(G\) by only −0.2 percent, assuming a Debye temperature of 600 K and a path inversely proportional to temperature. This small figure is a near-cancellation of +1.2 percent from the heat capacity and −1.4 percent from the path, and these assumptions make the bulk conductivity fall only as about \(T^{-0.6}\), more slowly than in silicon. With a path steep enough to give \(k\propto T^{-1.3}\), the change is between −1 and −2 percent, still far below the quadrature error. The particle picture requires wavelengths far below the film thickness. For a sound speed of 5500 m/s at 300 K, the thermal wavelength \(h v_{\rm s}/(k_{\rm B}T)\) is about 0.9 nm, so typical thermal phonons meet this condition. The phonons with the longest paths have longer wavelengths: in a Debye model with a path proportional to \(\omega^{-2}\), about a tenth of the bulk conductivity comes from wavelengths above 5 nm, so the margin is narrower for the 20 nm film. The averaged transport speed \(v\) should not be used in this estimate: it would give 0.3 nm, shorter than the shortest wavelength in the first Brillouin zone of silicon, about 0.5 nm.

Isotropy matters to the quadrature itself. Let the speed vary as \(v[1+0.1P_4(\mu)]\), where \(P_4\) is the fourth Legendre polynomial, with the path and the heat capacity per direction held fixed. The conductivity integrand then has degree six, beyond the reach of the two-point rule. The continuous conductivity is unchanged, since \(P_4\) is orthogonal to \(\mu^2\), but the rule samples the speed only where \(P_4(1/\sqrt3)=-7/18\). Its conductivity is 3.9 percent low, and its ballistic excess becomes 11.4 percent. The agreement in bulk is thus guaranteed for the isotropic model, but is not a general property of two-direction transport. The numerical output gives the remaining digits.

## Calculated quantities

```
Heat capacity: 1.00 MJ/(m^3 K)
Speed: 2000 m/s
Mean free path: 200 nm
Temperature: 300 K
Gauss direction cosine: 0.577350
Gauss weight: 1.000000
Bulk k, continuous: 133.333 W/(m K)
Bulk k, two directions: 133.333 W/(m K)
Ballistic G, continuous: 500.00 MW/(m^2 K)
Ballistic G, two directions: 577.35 MW/(m^2 K)
Ballistic excess: 15.470 %
L=20 nm, reference G: 457.85 MW/(m^2 K)
L=20 nm, two-direction G: 531.34 MW/(m^2 K)
L=20 nm, excess: 16.05 %
L=200 nm, reference G: 276.70 MW/(m^2 K)
L=200 nm, two-direction G: 309.40 MW/(m^2 K)
L=200 nm, excess: 11.82 %
L=2000 nm, reference G: 58.37 MW/(m^2 K)
L=2000 nm, two-direction G: 59.77 MW/(m^2 K)
L=2000 nm, excess: 2.39 %
L=200 nm, jump at each contact: 26.79 % of total drop
Added contact length, solver: 284.2 nm
Added contact length, half-space: 284.2 nm
Added length, two directions: 230.9 nm
Initial loss slope, reference: 0.996
Initial loss slope, two directions: 0.865
Largest excess: 16.06 %
Largest excess at L/mean free path: 0.11
Shift on doubling cells: 1.5e-06 %
Shift on doubling directions: 2.9e-06 %
Full-range 4 directions, ballistic excess: 4.253 %
Full-range 8 directions, ballistic excess: 1.153 %
Full-range 16 directions, ballistic excess: 0.303 %
One per hemisphere, k error: -25.0 %
Two per hemisphere, L=200 nm G error: -0.44 %
Contact emissivity in reflection test: 0.50
Reflection, change of L=200 nm G: -52.5 %
Reflection, L=200 nm excess: 13.71 %
Path groups: 50, 800 nm; heat shares 0.8, 0.2
Path spread, change of L=200 nm G: -34.1 %
Path spread, L=200 nm excess: 10.34 %
Debye temperature assumed: 600 K
10 K warmer, change of L=200 nm G: -0.23 %
Speed variation amplitude (Legendre P4): 0.10
Varying speed, two-direction k error: -3.89 %
Varying speed, ballistic excess: 11.44 %
Thermal wavelength h*v/(kB*T): 0.32 nm
```
